# Why phonon-limited mobility peaks near 3.5 nm in thin silicon films

## A maximum in a model film

In a model silicon film at 300 K, the electron mobility is 823 cm²/(V s) at a thickness of 5 nm, 1326 at 3.5 nm and 1081 at 2.5 nm. Thinning first raises the mobility by about 60 % and then lowers it, although the material, the temperature and the scattering constants stay fixed.

Two effects of confinement compete. Squeezing an electron strengthens its coupling to phonons, and it also separates the subbands. The separation moves electrons into the favourable twofold valleys. It acts a second time by closing a scattering path out of those valleys, and this second effect turns out to be the larger one in the example between 5 and 3.5 nm.

## The film and its subbands

The film has a (001) surface, thickness $W$, hard walls and a flat potential. The bands are parabolic, and the density is low enough for Boltzmann statistics. The phonons are those of bulk silicon: the electrons are confined, the phonons are not.

Silicon has six equivalent valleys with longitudinal mass $m_l$ and transverse mass $m_t$. Two have their heavy axis along the film normal $z$. The other four have it in the plane.

- Twofold valleys: $m_z=m_l$, in-plane masses $m_t,m_t$.
- Fourfold valleys: $m_z=m_t$, in-plane masses $m_l,m_t$.

The wave functions $\psi_n=\sqrt{2/W}\,\sin(n\pi z/W)$ vanish at both walls and have energies

$$E_n=\frac{\hbar^2\pi^2n^2}{2m_zW^2}.$$

The larger $m_z$ gives the lower energy, so the twofold ladder lies lowest. The gap between the two ground subbands is

$$\Delta=\frac{\hbar^2\pi^2}{2W^2}\left(\frac1{m_t}-\frac1{m_l}\right).$$

The example takes round parameters: $m_l=0.92\,m_0$, $m_t=0.19\,m_0$, mass density $\rho=2330$ kg/m³ and sound speed $s=9000$ m/s. The acoustic deformation potential is $D_{ac}=12$ eV. Intervalley phonons have the single energy $\hbar\omega=60$ meV. Their couplings are $D_g=8\times10^8$ eV/cm between opposite valleys (g processes) and $D_f=11\times10^8$ eV/cm between valleys on different axes (f processes). With $k_BT=25.85$ meV, the phonon occupation is $N=0.1089$.

The gap is then 62.8 meV at 5 nm, 128.2 meV at 3.5 nm and 251.3 meV at 2.5 nm. It passes from about one intervalley phonon energy to several.

## First contribution: the overlap

A phonon with normal wavevector $q$ couples subbands $m$ and $n$ through $I_{mn}(q)=\int\psi_m\psi_n e^{iqz}dz$. Confinement removes momentum conservation along $z$, so all $q$ contribute. Since $I_{mn}$ is the Fourier transform of $\psi_m\psi_n$, Parseval's theorem gives

$$H_{mn}=\int\frac{dq}{2\pi}|I_{mn}|^2=\int_0^W\psi_m^2\psi_n^2\,dz.$$

Use $\sin^2\theta=(1-\cos2\theta)/2$ for both factors:

$$H_{mn}=\frac4{W^2}\cdot\frac14\int_0^W\left(1-\cos\frac{2m\pi z}{W}\right)\left(1-\cos\frac{2n\pi z}{W}\right)dz.$$

The single cosines integrate to zero. Their product gives $W/2$ if $m=n$ and zero otherwise. Therefore

$$H_{mn}=\frac1W\left(1+\frac{\delta_{mn}}2\right).$$

The same result holds between different ladders, because the sine functions do not contain the mass.

Now the rates. For acoustic phonons the squared matrix element for absorption is $D_{ac}^2\hbar qN_q/(2\rho sV)$, where $V$ is the normalization volume and $q$ the full wavevector. At $\hbar sq\ll k_BT$, $N_q\simeq k_BT/(\hbar sq)$ and $N_q+1\simeq N_q$. Absorption and emission together give $D_{ac}^2k_BT/(\rho s^2V)$, independent of $q$. The phonon energy is neglected in the energy balance.

The sum over final in-plane states, per area and without spin flip, is $m_d/(2\pi\hbar^2)$ with $m_d=\sqrt{m_xm_y}$; the root comes from rescaling an elliptical valley to a circle. Fermi's golden rule multiplies these factors by $2\pi/\hbar$:

$$\Gamma_{ac}=\frac{D_{ac}^2k_BT\,m_d}{\hbar^3\rho s^2}\,H_{mn}.$$

For intervalley phonons the squared matrix element is $\hbar D^2/(2\rho\omega V)$ times $N$ for absorption or $N+1$ for emission. With $g_v$ final valleys,

$$\Gamma_{iv}=g_v\frac{D^2m_d}{2\rho\omega\hbar^2}\,H_{mn}\times\{N\ \text{or}\ N+1\}.$$

The mass $m_d$ belongs to the final valley. Each rate is constant once the electron has enough kinetic energy. The threshold from subband $i$ to $j$ is $E_j-E_i$ for acoustic scattering, $E_j-E_i-\hbar\omega$ for absorption and $E_j-E_i+\hbar\omega$ for emission; a negative value means that the process is open from zero kinetic energy.

Every rate carries $1/W$. If nothing else changed, halving the thickness would halve the mobility.

## From rates to mobility

In a weak field the distribution is $f_0+f_1$, with $f_1$ odd in the in-plane wavevector. Scattering into a state sums $f_1$ over initial states with a rate that does not depend on their direction. The contributions of $\mathbf k'$ and $-\mathbf k'$ cancel. Only scattering out remains, so within this model the relaxation time is $\tau=1/\Gamma$, where $\Gamma$ is the total rate out.

The linear response is $\mu_x=e\langle v_x^2\tau\rangle/k_BT$. For kinetic energy $E$ in two dimensions, the average of $v_x^2$ over direction is $E/m_x$. The density of states is constant, so $x=E/k_BT$ is distributed as $e^{-x}$ and

$$\mu_x=\frac e{m_x}\int_0^\infty x e^{-x}\tau(x)\,dx.$$

The weight above a threshold $a$, in units of $k_BT$, follows by integration by parts:

$$w(a)=\int_a^\infty xe^{-x}dx=(1+a)e^{-a}.$$

If the ordered thresholds are $a_0=0,a_1,\ldots$, and $\Gamma_k$ is the total rate between $a_k$ and $a_{k+1}$, the integral becomes

$$\langle\tau\rangle=\sum_k\frac{w(a_k)-w(a_{k+1})}{\Gamma_k}.$$

The last interval ends at infinity, where $w=0$. Averaging the two in-plane orientations of the fourfold valleys gives $\mu_i=e\langle\tau\rangle_i(1/m_x+1/m_y)/2$ for subband $i$. The subbands are weighted by $m_d e^{-E_i/k_BT}$ for each valley. This equilibrium presupposes a little energy exchange with acoustic phonons, which the elastic rates leave out.

## The thin limit by hand

At 2.5 nm nearly all electrons are in the lowest twofold subband, and other subbands are almost out of reach. Three processes remain: acoustic scattering, g absorption and, above 60 meV, g emission.

With $H=1.5/W$, the acoustic rate is $7.18\times10^{12}$ s⁻¹. Acting alone it would give $e/(m_t\Gamma_{ac})=1289$ cm²/(V s). Dividing the two rate formulas gives the relative strength of g absorption:

$$\frac{\Gamma_g}{\Gamma_{ac}}=\frac N2\,\frac{(D_g\hbar s/D_{ac})^2}{\hbar\omega\,k_BT}=0.055.$$

Emission is stronger by $(N+1)/N=10.2$, which gives 0.558. Its threshold is $60/25.85=2.32$, with weight $w=0.326$. Hence

$$\mu\simeq1289\left(\frac{0.674}{1.055}+\frac{0.326}{1.613}\right)\simeq1084\ \mathrm{cm^2/(V\,s)}.$$

The full sum gives 1081; the remainder comes from rare transitions to higher subbands. In this limit the bracket no longer depends on thickness, and $\mu\propto W$. This is the falling thin side of the maximum.

## Second contribution: repopulation

The ratio of electrons in the fourfold ground subbands to those in the twofold ground subband is

$$\frac{4\times0.418}{2\times0.19}\,e^{-\Delta/k_BT}=4.40\,e^{-\Delta/k_BT}.$$

The fourfold valleys have more states, so they hold most electrons when the gap is small. At 3.5 nm the ratio is $4.40\,e^{-4.96}=0.031$. The second twofold subband, 100.1 meV above the first, adds $e^{-3.87}=0.021$. The twofold share is therefore $p_2=1.021/(1.021+0.031)=0.971$. At 5 nm it is 0.749.

Let $\mu_2$ and $\mu_4$ be the mean mobilities in the two kinds of valley. Then $\mu=p_2\mu_2+(1-p_2)\mu_4$. In cm²/(V s):

| $W$ (nm) | $p_2$ | $\mu_2$ | $\mu_4$ | $\mu$ |
|---|---|---|---|---|
| 2.5 | 1.000 | 1081 | 100 | 1081 |
| 3.0 | 0.995 | 1266 | 127 | 1261 |
| 3.5 | 0.971 | 1362 | 154 | 1326 |
| 4.0 | 0.914 | 1263 | 180 | 1170 |
| 5.0 | 0.749 | 1023 | 227 | 823 |
| 6.0 | 0.614 | 1088 | 303 | 785 |
| 8.0 | 0.484 | 1137 | 451 | 783 |

A maximum search on this formula places the peak at 3.46 nm, with $\mu=1327$ cm²/(V s), or 0.133 m²/(V s).

The lighter transport mass explains a small part of the difference between the valleys. The mean inverse mass is $5.26/m_0$ in the twofold valleys and $3.18/m_0$ in the fourfold ones, a factor of 1.66. At 3.5 nm the mobilities differ by a factor of 8.8. The remaining factor of 5.3 is scattering time. A fourfold electron has heavier final states, and it can drop into the twofold ladder by emitting a phonon, with no threshold once $\Delta>\hbar\omega$. Without that emission the factor would be 3.0; removing also f absorption into the twofold ladder and f scattering among the fourfold valleys leaves 2.0.

## Third contribution: closing the f path

The column $\mu_2$ has a maximum of its own, at 3.62 nm. Repopulation between valley types cannot produce it, because $\mu_2$ describes electrons already in the twofold valleys.

Such an electron can enter the fourfold ground subbands by absorbing an f phonon if its kinetic energy exceeds $\Delta-\hbar\omega$. There are four final valleys with $m_d=0.418\,m_0$. Relative to acoustic scattering in the lowest twofold subband, the rate above threshold is

$$\frac{\Gamma_f}{\Gamma_{ac}}=2N\,\frac{m_d}{m_t}\,\frac{(D_f\hbar s/D_{ac})^2}{\hbar\omega\,k_BT}=0.91.$$

The overlaps cancel, since both carry $1.5/W$. The path is strong despite the small phonon occupation, because the coupling is large and the final states are numerous.

The weight $w$ is the share of the conduction above the threshold for a constant relaxation time. It gives a rough measure of how much the path matters:

- 5 nm: threshold 2.8 meV, $w=0.99$;
- 4 nm: threshold 38.1 meV, $w=0.57$;
- 3.5 nm: threshold 68.2 meV, $w=0.26$;
- 3 nm: threshold 114.5 meV, $w=0.06$.

Between 5 and 3 nm the path goes from almost fully open to almost closed. Absorption, not emission, controls this change: at 5 nm emission already needs 122.8 meV, and its weight is 0.05.

## Weighing the contributions

The three contributions can be separated at fixed thickness. First remove the fourfold valleys altogether. Then restore them as final states but count the twofold electrons alone, which gives $\mu_2$. Finally count all electrons. The mobilities in cm²/(V s) are:

| $W$ (nm) | no fourfold valleys | $\mu_2$ | all electrons |
|---|---|---|---|
| 2.5 | 1082 | 1081 | 1081 |
| 3.0 | 1284 | 1266 | 1261 |
| 4.0 | 1576 | 1263 | 1170 |
| 5.0 | 1733 | 1023 | 823 |

The first column rises with thickness throughout this range, so the overlap and the twofold ladder alone give no maximum here. It rises more slowly than $W$ because the second twofold subband comes within reach. Taken in this order, at 5 nm the f path costs 710 cm²/(V s), and the presence of electrons in poor valleys costs a further 200; another order would divide the loss differently. At 3 nm the two costs are 18 and 5.

A different question is how much of the actual rise on thinning comes from moving electrons. For any product, $\delta(ab)=\bar a\,\delta b+\bar b\,\delta a$, where $\delta$ denotes the change between the two end values and bars denote their mean. Applied to $p_2\mu_2+(1-p_2)\mu_4$, this gives

$$\delta\mu=\delta p_2\,\overline{(\mu_2-\mu_4)}+\bar p_2\,\delta\mu_2+(1-\bar p_2)\,\delta\mu_4.$$

From 5 to 3.5 nm, $\delta p_2=0.222$ and the mean mobility difference is $(796+1208)/2=1002$. The population term is 222 cm²/(V s). The other two are $0.8598\times339=291$ and $0.140\times(-73)=-10$. They sum to the total rise of 503. The part from changed valley mobilities, 281, is already net of the stronger overlap.

So repopulation equals a little under half of the net rise in this symmetric division. The gain from separation contained in the 281 is larger than that number, because the overlap loss has already been subtracted from it. The shares depend on the way of dividing, but both effects are substantial.

Each can also produce a maximum without the other. With $D_f=0$ the f path is absent, and repopulation still gives a peak, at 4.38 nm and 1492 cm²/(V s). It needs the higher twofold subbands, which slow the growth of $\mu_2$: with only the lowest twofold subband kept, no maximum appears below 6 nm. Conversely, $\mu_2$ peaks through the closing of the f path, with no fourfold electrons counted.

## The balance condition

Write each rate as $\gamma/W$. The quantities $\gamma$, the thresholds and the populations depend on thickness only through the subband energies. Hence $\tau=W/\gamma$, and

$$\mu(W)=W\,G(W),$$

where $G$ contains the whole effect of level separation. Taking logarithms and differentiating,

$$\frac{d\ln\mu}{d\ln W}=1+\frac{d\ln G}{d\ln W}.$$

The mobility is stationary where $d\ln G/d\ln W=-1$. There a 1 % reduction in thickness costs 1 % through the overlap and returns 1 % through separation.

To see $G$ by itself, hold the overlaps at their values for 3.46 nm and let the energies follow $W$. The mobility is then 570 cm²/(V s) at 5 nm, 1327 at 3.46 nm and 1498 at 2.5 nm. It keeps rising as the film thins; the fall on the thin side has gone.

From 5 to 3.46 nm, separation multiplies the mobility by 2.33 and the overlap by 0.69. The product is 1.61. From 3.46 to 2.5 nm, separation gives 1.13 and the overlap 0.72, with product 0.81. The overlap keeps its full strength, while the separation gain runs out once the twofold share approaches one and the f path is closed.

The thick limit is different again. The allowed normal wavevectors are spaced by $\pi/W$, so a sum over many final subbands becomes

$$\sum_j\frac1W\longrightarrow\int\frac{dk_z}{\pi}.$$

The thickness drops out: weaker overlap per subband is offset by more subbands. Then $G\propto1/W$ and $\mu$ is constant. The formula gives 757 cm²/(V s) at 60 nm. A separate energy integral with the three-dimensional density of states and the same couplings gives 759 for the bulk. The mobilities at 6 and 8 nm are already close to this plateau, but the film is not yet bulk-like: at 8 nm the twofold share is 0.48, against one third in the bulk, and the changes in share and in valley mobilities happen to nearly cancel between 6 and 8 nm.

A constant thick limit and a linear thin limit do not by themselves require a maximum. It arises because, between them, $G$ falls faster than $1/W$: from 3.46 to 5 nm its mean logarithmic slope is $\ln(570/1327)/\ln(5/3.46)=-2.3$.

## What moves the peak

The position is set mainly by $\Delta$ compared with $\hbar\omega$ and $k_BT$, and by the strength of the f path relative to the other scattering. With everything else fixed, $D_f=4$, 8 and $11\times10^8$ eV/cm put the peak at 3.78, 3.62 and 3.46 nm. Temperatures of 250 and 350 K put it at about 3.6 and 3.2 nm, while changing $\hbar\omega$ from 45 to 70 meV at fixed couplings moves it only from about 3.5 to 3.35 nm. A stronger f path must be closed more completely before further thinning stops paying.

Real silicon films share the valley structure, but neither the absolute mobilities nor the peak thickness here are predictions. The peak thickness depends on the hard walls. A real oxide barrier is finite, and the wave function's tail in it lowers the light-mass fourfold level most, which reduces $\Delta$. With a barrier of 3.1 eV, an oxide mass of $0.5\,m_0$, and $\psi$ and $\psi'/m$ continuous at the interface, the gap at 3.5 nm falls from 128 to about 76 meV, and the peak of the same model moves to about 2.6 nm and drops to about 1040 cm²/(V s). The shift depends on the matching rule: with $\psi'$ itself continuous, the gap is about 108 meV and the peak lies near 3.15 nm. Bulk silicon has a measured electron mobility of roughly 1400 cm²/(V s) at room temperature, nearly twice the model's bulk value; the chosen couplings are strong for bulk material. Parabolic bands are also a rough approximation in the thinnest films: at 2.5 nm the fourfold ground level lies 317 meV above the band edge. Mobility enhancement near 3 to 4 nm has been seen in silicon-on-insulator transistors over part of their density range, but the similar thickness does not confirm this model. Their gates add a field, and their densities can exceed the scale $2m_tk_BT/(\pi\hbar^2)=4.1\times10^{12}$ cm⁻². Boltzmann statistics for the lowest twofold subband already fail as the density approaches that scale.

Real films also vary in thickness. Since $E_1\propto W^{-2}$, a local change $\delta W$ shifts the level by $-2E_1\delta W/W\propto W^{-3}$. The scattering rate goes as its square, so for fixed roughness the corresponding mobility of a single subband between hard walls goes as $W^6$. Suppose that for the lowest twofold subband it is 3000 cm²/(V s) at 3.5 nm, an assumed value. It is then 1190 at 3 nm and 6680 at 4 nm. Applying these values to all electrons and adding inverse mobilities, both approximations, gives totals of about 610, 920 and 1000 at 3, 3.5 and 4 nm, and 800 at 5 nm. In this estimate the maximum moves to about 4 nm and falls by about a quarter. Higher levels shift more when the thickness varies, so the estimate understates the loss at 4 and 5 nm, where more electrons occupy them. A rougher film could lose this pronounced peak, even though the phonon mechanism is unchanged.

Numbers in the example were calculated in double precision.
